Diffuse-Wall Wire Conductivity by Monte Carlo Sampling of Chambers Trajectories

**Result and scope**

A straight wire of rectangular section w × h with fully diffuse walls has a conductivity, relative to bulk, of

R(w,h) = σ/σ₀ = ⟨1 − exp(−L/λ)⟩. (1)

Here λ is the bulk mean free path and L is the three-dimensional distance traced backward from a point in the section to the first wall. Points are uniform over the section. Directions are not uniform: their density over solid angle is 3u²/(4π), where u = cosθ and θ is the angle to the wire axis z. For w → ∞ at fixed h, R tends to the Fuchs–Sondheimer film value.

The assumptions are a spherical Fermi surface, one isotropic relaxation time τ, classical transport and a weak uniform axial field E. The dimensions w and h are those of the metal itself, without any liner.

**Why the score is 1 − exp(−L/λ)**

Let electrons have charge −e and write their distribution as f₀ + f₁. To first order in E, the steady Boltzmann equation is

v·∇f₁ + f₁/τ = eE v_z ∂f₀/∂ε.

In bulk the gradient vanishes and f₁ = eEτ v_z ∂f₀/∂ε. In the wire, multiply this bulk solution by an unknown factor g(r,n), where n is the direction of motion. Dividing by the common prefactor, with λ = vτ, gives

λ n·∇g + g = 1, or λ dg/ds = 1 − g along a straight path.

A diffuse wall emits electrons equally in all outgoing directions at each energy. Their occupation is fixed by zero net particle flux through the wall. The arriving f₁ is odd in v_z, so its flux integrates to zero and the emitted electrons carry f₁ = 0. Thus g = 0 at the start of the path, and

g = 1 − exp(−L/λ).

The same oddness leaves the local electron density unchanged, so relaxation toward f₀ is consistent.

The current density contains −e v_z f₁. One factor u comes from the driving term and another from the velocity. At the Fermi surface all other factors cancel against bulk:

σ/σ₀ = ∫u²g dΩ / ∫u² dΩ = (3/4π)∫u²g dΩ,

because ∫u² dΩ = 4π/3. Averaging over the section gives (1).

**Sampling scheme**

Reversing u does not change L, so u can be restricted to 0 ≤ u ≤ 1. Its density is then 3u², its cumulative probability is u³, and a uniform random number r₃ gives u = r₃^(1/3).

    input w, h, λ, N
    S = 0; Q = 0
    repeat N times:
        draw r1, r2, r3, r4 uniformly from (0,1)
        x = w*r1;  y = h*r2
        u = r3^(1/3);  s = sqrt(1 - u*u)
        nx = s*cos(2π*r4);  ny = s*sin(2π*r4)
        Lx = x/nx if nx > 0, else (w - x)/|nx|
        Ly = y/ny if ny > 0, else (h - y)/|ny|
        g = -expm1(-min(Lx,Ly)/λ)
        S = S + g;  Q = Q + g*g
    R = S/N
    error = sqrt((Q/N - R*R)/(N - 1))

An electron moving toward positive x came from the wall at x = 0, which fixes the choice of distance. A zero direction component means an infinite distance to that pair of walls, so the denominator needs a guard. The function expm1(z) = exp(z) − 1 avoids cancellation when L/λ is small.

**A deterministic reference**

The position average can be done in closed form. Measure path length in units of λ, calling it q, and define

a = w/(λ sinθ|cosφ|), b = h/(λ sinθ|sinφ|).

For a fixed direction, the backward path is longer than q if the starting point is far enough from both relevant walls. Since x and y are independent and uniform, this has probability (1−q/a)(1−q/b) for q < m, where m = min(a,b), and zero beyond. Because 1 − e^(−Q) = ∫₀^Q e^(−q)dq, the position average of the score is

G = ∫₀^m e^(−q)(1−q/a)(1−q/b)dq.

Expand the product and use

∫₀^m q e^(−q)dq = 1−(1+m)e^(−m),
∫₀^m q²e^(−q)dq = 2−(2+2m+m²)e^(−m).

The result is

G = 1−e^(−m) − (1/a+1/b)[1−(1+m)e^(−m)] + [2−(2+2m+m²)e^(−m)]/(ab).

Two smooth angular integrals remain:

R = (2/π)∫₀^(π/2)dφ ∫₀^(π/2)dθ 3cos²θ sinθ G. (2)

Split the φ range at tanφ = h/w, where m changes from a to b.

**The wide-film limit**

As w → ∞, a → ∞ and m = b. The formula for G reduces to

G_film = 1 − (1−e^(−b))/b.

Now measure directions from the film normal y, with μ = |n_y| and b = κ/μ, where κ = h/λ. At fixed μ, u² = (1−μ²)cos²χ, with χ the azimuth about the normal. Its azimuthal mean is (1−μ²)/2, so the weight 3u² becomes the density 3(1−μ²)/2 on 0 ≤ μ ≤ 1. Therefore

F(κ) = 1 − (3/2κ)∫₀¹(μ−μ³)(1−e^(−κ/μ))dμ.

With t = 1/μ and dμ → dt/t², this is the Fuchs–Sondheimer formula:

F(κ) = 1 − (3/2κ)∫₁^∞(t⁻³−t⁻⁵)(1−e^(−κt))dt. (3)

The rate of approach tells an implementer how wide is wide enough. Subtracting the wire integrand from the film integrand gives

G_film − G = ∫₀^b e^(−q)(1−q/b)min(q/a,1)dq.

This is nonnegative and at most (1/a)∫₀^∞q e^(−q)dq = 1/a = (λ/w)sinθ|cosφ|. Under the sampling density, ⟨sinθ⟩ = 3∫cos²θ sin²θ dθ = 3π/16 and ⟨|cosφ|⟩ = 2/π. Hence

0 ≤ F − R ≤ 3λ/(8w). (4)

To find the coefficient itself, replace min(q/a,1) by q/a:

R = F − Cλ/w + δ,
C = ⟨sinθ|cosφ|[1−2/b+e^(−b)(1+2/b)]⟩. (5)

The bracket is ∫₀^b q e^(−q)(1−q/b)dq. The replacement matters only for q > a, so δ ≥ 0, and for each direction its contribution is at most

∫_a^∞ e^(−q)(q/a−1)dq = e^(−a)/a.

Since a ≥ w/λ, it follows that δ ≤ (λ/w)e^(−w/λ).

**Thick and thin wires**

If both w and h are much larger than λ, terms in e^(−m) are exponentially small and G → 1−1/a−1/b+2/(ab). With ⟨sin²θ⟩ = 2/5 and ⟨|sinφ cosφ|⟩ = 1/π,

R ≈ 1 − (3/8)(λ/w+λ/h) + 4λ²/(5πwh). (6)

For a section 12λ × 15λ, both (2) and (6) give 0.9451647.

In the opposite limit, λ ≫ w,h, the score approaches L/λ except near the axis. Write L = ℓ/sinθ, where ℓ is the backward distance projected onto the section. The mean of 1/sinθ is 3∫₀^(π/2)cos²θ dθ = 3π/4, which is finite, so to leading order

R ≈ (3π/4)⟨ℓ⟩/λ. (7)

The resistivity ρ₀/R then depends on the bulk metal through the product ρ₀λ. The approach to (7) is slow. For h = 2w, R is 0.60 of the value (7) at w = 0.38λ (the example below), 0.91 at w = 0.038λ and 0.99 at w = 0.0038λ. These ratios describe the classical model only. For the silver λ used below, the last two widths are 2 nm and 0.2 nm. The 2 nm × 4 nm section has 82 hard-wall modes against a classical count of 92, and the 0.2 nm section is narrower than one lattice constant and has none. The limit (7) is approached within classical transport only when λ is much longer.

**Worked example: a silver line**

Take a line 20 nm wide and 40 nm tall at 293 K. The bulk inputs are set for this example and are not reference data: ρ₀ = 1.6 µΩ cm and a cubic lattice constant of 0.409 nm. With four atoms per cube and one conduction electron per atom, n = 5.85×10²² cm⁻³ and k_F = (3π²n)^(1/3) = 12.0 nm⁻¹. Combining σ₀ = ne²τ/m_e, v = ħk_F/m_e and λ = vτ gives

λ = ħk_F/(ne²ρ₀) = 52.7 nm, κ = 40/52.7 = 0.759.

The first sample has random numbers 0.1896, 0.1757, 0.2849 and 0.3222. They give x = 3.79 nm, y = 7.03 nm and u = 0.658. The transverse direction components are −0.3299 and 0.6769. The backward distances are

L_x = (20−3.79)/0.3299 = 49.1 nm,
L_y = 7.03/0.6769 = 10.4 nm.

The floor is reached first, and the score is 1−exp(−10.4/52.7) = 0.179.

With 400,000 samples, R = 0.34825 ± 0.00037, where the uncertainty is one standard error. Quadrature gives 0.34870, a difference of 1.2 standard errors. The resistivity and resistance per length are

ρ = 1.60/0.34825 = 4.59 µΩ cm,
ρ/(wh) = 4.59×10⁻⁸ Ω m/(800×10⁻¹⁸ m²) = 57.4 Ω/µm.

A separate simulation tests the physics without using (1). It follows 100,000 electrons through exponentially distributed free flights, isotropic bulk scattering and cosine-law emission from the walls. After 20 events for equilibration, it records the axial displacement z and path length over 60 further events. By the Einstein relation, conductivity at a fixed density of states is proportional to the diffusion coefficient, so

R = [⟨z²⟩/(2⟨path⟩)]/(λ/3).

The outcome is 0.346, which is 0.7% below quadrature. For a Gaussian z, the sampling error of ⟨z²⟩ alone would be √(2/100000), or 0.45%.

Now widen the line at fixed height, λ and ρ₀. Quadrature gives R = 0.445 at 40 nm, 0.540 at 100 nm, 0.600 at 400 nm and 0.6197 at 10,000 nm. The film integral (3) gives F = 0.6205. Monte Carlo at the largest width gives 0.6199 ± 0.0005.

The computed coefficient is C = 0.156. At 400 nm, Cλ/w = 0.156×52.7/400 = 0.0206, which matches the difference between film and wire. The coefficient lies below the bound 3/8 because the floor and ceiling already cut many of the long paths that a side wall would otherwise interrupt. To bring R within 1% of F requires w ≈ Cλ/(0.01F) = 1.3 µm, about 33 times the height.

**Cost and sampling error**

Work grows linearly with N. Each sample needs four random numbers and no mesh or time step, and samples can be processed independently. Since 0 ≤ g ≤ 1, g² ≤ g and the score variance is at most R(1−R). For relative standard error ε, it is therefore sufficient to take

N = (1−R)/(Rε²).

The actual score standard deviation here is 0.233. A relative error of 0.1% therefore needs (0.233/0.348)²/10⁻⁶ ≈ 4.5×10⁵ samples. As a test of the error estimate, the run was divided into 200 batches. The spread of their means was 1.04 times the predicted spread, within the roughly 5% uncertainty of a spread estimated from 200 values.

Uniform directions can also be used if each score is multiplied by 3u². This gives 0.3481 ± 0.0008, but its variance is 5.1 times larger, so the same error needs about five times as many samples.

Reusing the random numbers at every width makes differences between widths less noisy. From 2000 to 10,000 nm, the Monte Carlo change is 0.00331 and the quadrature change is 0.00329, although each Monte Carlo value has an error near 0.0005. The rows are correlated and do not count as independent checks.

**Failure modes**

Omitting the weight 3u² gives 0.272 for the example, 22% below the correct ratio. The sign follows from the geometry: L grows as a direction approaches the axis, and the missing weight favours those directions. Checking only that R tends to 1 in bulk does not reveal the error, since every bounded-density average of the score tends to 1 when w and h are much larger than λ. The rate of approach does differ: the coefficient 3/8 in (6) becomes 1/2, and the 12λ × 15λ section gives 0.927 instead of 0.945. The film check does reveal it: at 10,000 nm the unweighted mean is 0.542, against 0.620.

Using the distance projected onto the section instead of L is a different error. It omits the factor 1/sinθ and shortens every path that has an axial component.

The closed form for G loses digits in very thin wires. When a and b are both of order m ≪ 1, its last term divides a rounding error of order 10⁻¹⁶ by m², while G is of order m. The relative error is then of order 10⁻¹⁶/m³. For such wires, integrate the defining expression for G numerically. The Monte Carlo score has no such cancellation.

**Partly specular walls and grain boundaries**

Suppose a wall reflects a fraction p specularly, at every angle. Specular reflection preserves u, so the path can be unfolded through successive walls at distances L₁, L₂, and so on. These are the sorted values of L_x + iw/|n_x| and L_y + jh/|n_y|, with i,j = 0,1,2,…. At each wall only the fraction p of g is passed on, and repeated substitution gives

g = 1 − (1−p)Σ_(k≥1) p^(k−1)exp(−L_k/λ).

Stopping after K crossings changes g by at most p^K. In a film, successive crossings are separated by b in units of λ. The geometric sum therefore multiplies the integrand of (3) by (1−p)/(1−pe^(−κt)). For p = 0.3 and h = 40 nm this film formula gives 0.7160, and sampling with K = 10 gives 0.7164 ± 0.0006.

For grain boundaries normal to the axis, the Mayadas–Shatzkes model takes the relaxation rate to be (1+α/|u|)/τ, with α = (λ/D)R_g/(1−R_g). Here D is the grain size and R_g the model's reflection parameter, which is not the reflection probability of one boundary. Planes spaced D apart that each reflect with probability r at normal incidence transmit 1/[1+(X/D)r/(1−r)] over a length X when added incoherently, while a relaxation time τ′ in one dimension transmits 1/[1+X/(2vτ′)]. The added rate is then 2(v/D)r/(1−r), so R_g/(1−R_g) = 2r/(1−r), and R_g = 0.3 corresponds to r ≈ 0.18. The path equation becomes λ dg/ds + (1+α/|u|)g = 1, so

g = [1−exp(−(1+α/|u|)L/λ)]/(1+α/|u|).

Without walls, the average is 3∫₀¹u³/(u+α)du. Polynomial division turns this into

3[1/3−α/2+α²−α³ln(1+1/α)].

For D = 20 nm and R_g = 0.3, α = 1.13. The formula gives 0.3917 and sampling gives 0.3916.

**Reading the number for a real line**

The example has dimensions in the range of narrow interconnects, but 4.6 µΩ cm is a model result for silver with diffuse walls and no grain boundaries. Real lines can break both wall and grain assumptions. With the illustrative grains above, the wire resistivity becomes 6.8 µΩ cm, 48% higher. This is the largest change among the effects sized here. Adding the separate wall and grain increments to bulk would give 1.60+2.99+2.48 = 7.1 µΩ cm, 4% above the combined calculation. With p = 0.3 and no grain boundaries, the value falls to 3.5 µΩ cm, 23% below the diffuse result. Neither D, R_g nor p was fitted to a measured line.

At 378 K, assume ρ₀ ∝ T and λ ∝ 1/T. Bulk resistivity rises by 29%, while the wire value rises by 10%, to 5.0 µΩ cm. A Bloch–Grüneisen law with a Debye temperature of 225 K would give a 31% bulk rise and 5.1 µΩ cm for the wire. The weaker rise is in the direction of (7), where the fixed product ρ₀λ controls the resistivity. Reducing the width by 1 nm at fixed height raises the resistance per length by about 7.5%, from 57.4 to 61.7 Ω/µm, with quadrature used at both widths so that sampling error does not enter the small difference. About 5.3% comes from the smaller area and 2.2% from the higher resistivity.

Three remaining assumptions have smaller estimated effects:

- Silver's Fermi surface has necks along the ⟨111⟩ directions. Excluding cones of rough radius 0.14k_F, with the wire and its walls along cube axes and bulk ρ₀ held fixed, lowers R by about 1%. The figure depends on orientation: the same cone model lowers R by 1.7% to 3.5% for a wire along ⟨110⟩, depending on how the walls are turned about the axis (1.7% with the width along ⟨001⟩), and about 6% along ⟨111⟩, where one pair of necks removes the near-axial directions. This crude estimate omits the altered velocities around the necks.
- Counting transverse modes with hard walls gives 9065, against the classical wh k_F²/(4π) = 9178. The 1.2% shortfall indicates the scale of quantization but is not itself a conductivity correction.
- At a rough current density of 2 MA/cm², the field is 9.2×10⁻⁶ MV/cm. An electron gains at most 0.05 meV over λ, compared with kT = 25 meV, which supports the linear treatment.

Liner thickness and wall roughness beyond the parameter p are not included.

Numbers as computed

```
bulk resistivity (rough input): 1.60 uOhm cm at 293 K
lattice constant (rough input): 0.409 nm
electron density: 5.846e+22 cm^-3
Fermi wave number: 12.007 nm^-1
mean free path lam: 52.73 nm
wire width, height: 20, 40 nm; h/lam = 0.7585
first sample, random numbers: 0.1896 0.1757 0.2849 0.3222
  x, y: 3.793, 7.029 nm; u = 0.6580
  direction nx, ny: -0.3299, 0.6769
  side, floor/ceiling distance: 49.133, 10.385 nm
  score 1-exp(-L/lam): 0.1787
samples: 400000; score standard deviation: 0.2334
sigma/sigma0 Monte Carlo: 0.34825 +- 0.00037
sigma/sigma0 quadrature: 0.348700
sigma/sigma0 random flight: 0.3462
batch spread, observed/expected: 1.038
uniform directions, weight 3u^2: 0.34813 +- 0.00083
variance ratio, reweighted/direct sampling: 5.08
wrong unweighted mean: 0.27223 +- 0.00030
wire resistivity: 4.594 uOhm cm
wire conductivity: 2.177e+07 S/m
resistance per length: 57.43 Ohm/um
width nm | Monte Carlo +- error | quadrature | film minus wire
     20 | 0.34825 +- 0.00037 | 0.348700 | 0.271840
     40 | 0.44480 +- 0.00041 | 0.445123 | 0.175418
    100 | 0.53975 +- 0.00044 | 0.539829 | 0.080711
    400 | 0.60006 +- 0.00046 | 0.599973 | 0.020568
   2000 | 0.61661 +- 0.00046 | 0.616427 | 0.004114
  10000 | 0.61992 +- 0.00046 | 0.619718 | 0.000823
Fuchs-Sondheimer film: 0.620541; C = 0.15602
wrong unweighted mean at 10000 nm: 0.54190 +- 0.00046
thick wire 12 lam x 15 lam, quadrature: 0.9451647; series: 0.9451647
specularity 0.3: ratio 0.4530 +- 0.0005, 3.532 uOhm cm
  film check: 0.7164 +- 0.0006; formula 0.7160
grains 20 nm, reflection 0.3: alpha = 1.130
  ratio 0.2351 +- 0.0002, 6.804 uOhm cm
  grains without walls: 0.3916; formula 0.3917
at 378 K: bulk 2.064, wire 5.043 uOhm cm
width 19 nm: 4.688 uOhm cm, 61.69 Ohm/um
necks, radius 0.14 kF: weight removed 3.95 %, ratio 0.3439
hard-wall modes: 9065; classical 9178; shortfall 1.23 %
at 2 MA/cm2: field 9.19e-06 MV/cm
  energy gain over lam 0.0485 meV; kT 25.25 meV
```
